# Quarter-Power Ripening of Dewetted Islands by Substrate Diffusion

**Q:** A thin metal film has broken up into islands on an inert substrate. On annealing, large islands grow and small ones vanish. If atoms travel only as adatoms across the substrate, how does the mean radius grow? I first want to know why a small island should lose atoms at all.

**A:** Because its surface energy per added volume is higher. Let each island be a spherical cap of curvature radius $R$ and contact angle $\theta$, measured through the metal, with isotropic surface energy $\gamma$. Stacking discs from the base to the top gives

$$V=\int_{R\cos\theta}^{R}\pi(R^2-z^2)\,dz=\frac{\pi R^3}{3}(2-3\cos\theta+\cos^3\theta)=\frac{4\pi}{3}fR^3,$$

$$f=\tfrac14(2+\cos\theta)(1-\cos\theta)^2 .$$

Moving the contact line outward must cost no energy to first order, so $\gamma_{ms}-\gamma_s+\gamma\cos\theta=0$, where $\gamma_{ms}$ and $\gamma_s$ belong to the metal–substrate interface and the bare substrate. The cap has free area $2\pi R^2(1-\cos\theta)$ and base area $\pi R^2\sin^2\theta$. Its energy is therefore

$$F=\pi\gamma R^2\left[2(1-\cos\theta)-\cos\theta\sin^2\theta\right]=4\pi f\gamma R^2 .$$

At fixed $\theta$,

$$\frac{dF}{dV}=\frac{8\pi f\gamma R}{4\pi fR^2}=\frac{2\gamma}{R}.$$

An atom of volume $\Omega$ in the island thus has chemical potential $2\gamma\Omega/R$ relative to a flat surface. Dilute adatoms have $\mu=kT\ln(c/c_\infty)$, with $c_\infty$ their density in equilibrium with flat metal. Equating the two,

$$c(R)=c_\infty e^{R_K/R}\simeq c_\infty\left(1+\frac{R_K}{R}\right),\qquad R_K=\frac{2\gamma\Omega}{kT}.$$

The linear form needs $R\gg R_K$. It fails for islands about to vanish, but these hold little of the metal.

**Q:** Then diffusion carries atoms from small islands to large ones. But steady diffusion in two dimensions has a logarithmic profile, which never settles to a constant far away. How can one island have a definite flux?

**A:** The other islands supply the cutoff. Let $N$ be their number per area, $D$ the adatom diffusivity and $\bar c$ the mean adatom level. Suppose each island absorbs $2\pi D(c-\bar c)/\Lambda$ when the local density $c$ exceeds $\bar c$. Averaged over many islands, the steady balance is

$$\nabla^2c=\frac{c-\bar c}{\xi^2},\qquad \frac1{\xi^2}=\frac{2\pi N}{\Lambda}.$$

This is a mean-field treatment, which ignores where the individual neighbours sit. Around an island with footprint radius $a=R\sin\theta$ and fast attachment, $c(a)=c(R)$, and the decaying solution is

$$c(r)=\bar c+[c(R)-\bar c]\,\frac{K_0(r/\xi)}{K_0(a/\xi)} .$$

Since $K_0'=-K_1$, the inward flow is

$$J=2\pi aD\,c'(a)=\frac{2\pi D}{\Lambda}[\bar c-c(R)],\qquad
\Lambda=\frac{K_0(s)}{sK_1(s)},\quad s=\frac a\xi .$$

For small $s$, $K_0\simeq\ln(2/s)-\gamma_E$ and $sK_1\simeq1$, with $\gamma_E$ Euler's constant. Hence $\Lambda\simeq\ln(2\xi/a)-\gamma_E$. This is the logarithm to be neglected: for now $\Lambda$ is one constant, the same for all islands and times.

**Q:** Give me the growth law, with its factors.

**A:** Define the critical radius $R_c$ by $\bar c=c_\infty(1+R_K/R_c)$; an island of that size neither grows nor shrinks. Using $dV/dt=\Omega J$,

$$4\pi fR^2\frac{dR}{dt}=\frac{2\pi D\Omega c_\infty R_K}{\Lambda}\left(\frac1{R_c}-\frac1R\right).$$

Dividing by $4\pi fR^2$ and taking $1/R$ out of the bracket,

$$\frac{dR}{dt}=\frac K{R^3}\left(\frac R{R_c}-1\right),\qquad K=\frac{Dc_\infty\Omega R_K}{2f\Lambda}.$$

The adatoms themselves hold negligible metal, so total island volume is conserved:

$$0=\sum_i\frac{d(R_i^3)}{dt}=3K\sum_i\left(\frac1{R_c}-\frac1{R_i}\right)
\quad\Longrightarrow\quad \frac1{R_c}=\left\langle\frac1R\right\rangle .$$

An island that disappears does so at zero volume and does not upset this balance.

**Q:** You have $R^{-3}$ in the speed of one island. That says little about the mean of a population whose members keep vanishing.

**A:** The link is self-similarity: the size distribution keeps its shape when sizes are measured in units of $R_c$. Write $u=R/R_c$ and let $n(R,t)\,dR$ be the number of islands per area in $dR$:

$$n(R,t)=B\,R_c^{-4}g(u).$$

The power $-4$ is forced by volume conservation, because $\int R^3n\,dR=B\int u^3g\,du$ must not change. The number of islands is then $N=\int n\,dR\propto R_c^{-3}$.

No islands nucleate or merge, so $\partial_tn+\partial_R(n\,dR/dt)=0$. With $\phi(u)=(u-1)/u^3$ the speed is $dR/dt=K\phi/R_c^3$. At fixed $R$, $\partial_tu=-u\dot R_c/R_c$. The two terms are

$$\partial_tn=-BR_c^{-5}\dot R_c(4g+ug'),\qquad
\partial_R\!\left(n\frac{dR}{dt}\right)=BKR_c^{-8}(g\phi)' .$$

Multiplying their sum by $R_c^8/(BK)$,

$$(g\phi)'=\frac{R_c^3\dot R_c}{K}\,(4g+ug').$$

Everything except the prefactor $R_c^3\dot R_c/K$ depends on $u$ alone. The factor $4g+ug'$ cannot vanish everywhere, since that would mean $g\propto u^{-4}$, whose volume integral diverges. The prefactor is therefore a constant $\kappa$:

$$R_c^3\frac{dR_c}{dt}=\kappa K\quad\Longrightarrow\quad R_c^4(t)=R_c^4(0)+4\kappa Kt .$$

As islands only disappear and $N\propto R_c^{-3}$, $R_c$ cannot fall; for a coarsening population $\kappa>0$. The mean radius is $\langle R\rangle=\langle u\rangle R_c$ with constant $\langle u\rangle$. Once the initial term is small,

$$\langle R\rangle\simeq\langle u\rangle(4\kappa Kt)^{1/4}\propto t^{1/4},\qquad N\propto t^{-3/4}.$$

**Q:** You never found $\kappa$. Perhaps no acceptable distribution exists, and you have derived a property of nothing.

**A:** Then $g$ has to be constructed. Since $4g+ug'=(ug)'+3g$, the equation becomes

$$(gw)'=3\kappa g,\qquad w=\phi-\kappa u=-\frac{\kappa u^4-u+1}{u^3}.$$

Here $w$ is proportional to the drift of an island in $u$. Let $S(u)$ be the fraction of islands larger than $u$, so $g=-S'$ when $g$ is normalized. Integrating from $u$ to the upper end, where the flow $gw$ vanishes, gives $-gw=3\kappa S$. Hence $S'/S=3\kappa/w$ and, with $S(0)=1$,

$$S(u)=\exp\left[-3\kappa\int_0^u\frac{x^3\,dx}{\kappa x^4-x+1}\right].$$

The denominator vanishes where $\kappa=(u-1)/u^4$. The derivative of this function is $(4-3u)/u^5$, so its maximum is $27/256$, at $u=4/3$. There are three cases.

For $\kappa>27/256$ there is no zero. At large $u$ the integrand tends to $1/(\kappa x)$, so $S\propto u^{-3}$. The volume $\int3u^2S\,du$ then diverges logarithmically, and this case is excluded.

For $0<\kappa<27/256$ the distribution ends at the first zero $u_e$. There the denominator is approximately $(1-4\kappa u_e^3)(u_e-u)$, so $S\propto(u_e-u)^q$. Using $\kappa u_e^3=(u_e-1)/u_e$,

$$q=\frac{3\kappa u_e^3}{1-4\kappa u_e^3}=\frac{3(u_e-1)}{4-3u_e},\qquad
u_e=\frac{4q+3}{3q+3},\qquad \kappa=\frac{u_e-1}{u_e^4}.$$

For $\kappa=27/256$ the zero is double, and $S$ vanishes at $4/3$ faster than any power. This is the limit $q\to\infty$.

**Q:** Could more islands sit beyond $u_e$?

**A:** Not in a finite number. Below the limiting $\kappa$, $w$ has a second zero $u_2>u_e$, near which $w\simeq-m(u-u_2)$ with $m>0$. Solving $(gw)'=3\kappa(gw)/w$ gives $g\propto|u-u_2|^{-1-3\kappa/m}$ on both sides, which is not integrable. At the double zero, $gw$ diverges exponentially as $u$ approaches $4/3$ from above. So $g=0$ beyond the end.

**Q:** What does the limiting distribution look like?

**A:** Put $p=4/3$ and $Q(x)=x^2+2px+3p^2$. Multiplying out, $(x-p)^2Q=x^4-4p^3x+3p^4$. Since $4p^3=3p^4=256/27=1/\kappa$, the denominator is $\kappa(p-x)^2Q$, and $\kappa$ cancels from the exponent. Partial fractions give

$$\frac{x^3}{(p-x)^2Q}=\frac{p/6}{(p-x)^2}-\frac{7/18}{p-x}+\frac{11x/18+2p/3}{Q}.$$

The last numerator is $\tfrac{11}{36}Q'+p/18$, and $Q=(x+p)^2+2p^2$. Integrating term by term and multiplying by $-3$,

$$S=\left(1-\frac up\right)^{-7/6}\left(\frac{Q(u)}{3p^2}\right)^{-11/12}
\exp\left[-\frac p2\left(\frac1{p-u}-\frac1p\right)-\frac{A(u)-A(0)}{6\sqrt2}\right],$$

where $A(u)=\arctan[(u+p)/(\sqrt2p)]$. The density is $g=-3\kappa S/w=3u^3S/[(p-u)^2Q]$. Quadrature gives $\langle u\rangle=1.034$ and $\langle u^3\rangle=1.176$.

**Q:** So the exponent is common to the family, but the prefactor depends on the largest islands. Does a population really behave like that?

**A:** I followed 60000 islands numerically, each with the growth law above and with the adatom level set by volume conservation. No power of time was put in. Started from the limiting distribution, $\langle R\rangle^n$ was most nearly linear in time for $n=4.000$. The slope of $R_c^4$ against $Kt$ was 0.4202, against the predicted $4\kappa=0.4219$. Started from the member with $\kappa=0.08$, the run again gave $n=4.000$, with slope 0.3190 against 0.3200.

A uniform initial distribution is not self-similar, but its $S$ falls linearly to zero at the largest size. That suggests $q=1$, $u_e=7/6$ and $4\kappa=0.3599$. The slope measured after 95% of the islands had vanished was 0.3678, about 2% higher than predicted. A remaining transient is a plausible cause, though I have not isolated it. These runs support the approach to self-similarity for that start; they do not prove it for every start. All of them are mean-field runs. When each island feels its actual neighbours, local fluctuations blur the sharp end of the distribution: at the coverage of the example below, some islands grow past $u=4/3$ within the anneal. The limiting shape and the dependence of $\kappa$ on the initial edge therefore need not carry over to a real film.

**Q:** Now restore the logarithm. Is the quarter power still true?

**A:** Only approximately. Because $N\propto R_c^{-3}$ and $a^2\propto R_c^2$, the covered fraction falls as $1/R_c$. From $s^2=2\pi Na^2/\Lambda$, the islands become more distant on the scale of their own size, and $\Lambda$ rises roughly as $\tfrac12\ln R_c$. If $\Lambda\propto R_c^\delta$ over the range that matters, then $dt\propto R_c^3\Lambda\,dR_c$ gives $t\propto R_c^{4+\delta}$ and a local exponent $1/(4+\delta)$, below $1/4$. With $\kappa$ held fixed and the coverage of the example below, the local exponent is 0.238 at ten times the initial radius and 0.245 at $10^4$ times.

**Q:** And if attachment at the island edge is slow?

**A:** Then the law changes. For an attachment velocity $k$, $J=2\pi ak[\bar c-c(R)]$. The extra factor $a\propto R$ gives

$$\frac{dR}{dt}\propto\frac1{R^2}\left(\frac R{R_c}-1\right).$$

The same scaling argument now makes $R_c^2\dot R_c$ constant, so $\langle R\rangle\propto t^{1/3}$. With both steps in series, $\Lambda$ is replaced by $\Lambda+D/(ka)$. The second term falls as islands grow, so diffusion control takes over at large size.

**Q:** Put in numbers for a metal.

**A:** Take platinum islands from a 5 nm film on an inert oxide, held at 1400 K for 24 h, with initial $R_c=50$ nm and the limiting distribution. Rough platinum values are $\gamma=15$ eV/nm² and $\Omega=0.015$ nm³. I choose $\theta=120^\circ$, site spacing $\ell=0.28$ nm, attempt rate $\nu=10^{13}$ s⁻¹, adatom formation energy 1.9 eV and hop barrier 0.4 eV. With $kT=0.1206$ eV, kept unrounded in the exponentials,

$$R_K=\frac{2(15)(0.015)}{0.1206}=3.73\ \text{nm},$$

$$c_\infty=\ell^{-2}e^{-1.9/0.1206}=1.845\times10^{-6}\ \text{nm}^{-2},$$

$$D=\tfrac14\ell^2\nu e^{-0.4/0.1206}=7.117\times10^9\ \text{nm}^2/\text{s}.$$

The angle gives $f=0.8438$. Dividing the film thickness by the mean island volume, $\tfrac{4\pi}{3}fR_c^3\langle u^3\rangle$, gives $N=9.62\times10^{-6}$ nm⁻², a spacing $N^{-1/2}$ of 322 nm. For $a=43.3$ nm the screening condition yields $\Lambda=1.592$. The screening length is then $\xi=162$ nm, only half the island spacing, so the mean-field average is rough here and $K$ may be off by some tens of per cent. With this $\Lambda$,

$$K=\frac{(7.117\times10^9)(1.845\times10^{-6})(0.015)(3.73)}{2(0.8438)(1.592)}\simeq274\ \text{nm}^4/\text{s},$$

$$R_c^4=50^4+0.4219(273.5)(86400)=(6.25+9.97)\times10^6\ \text{nm}^4 .$$

So $R_c=63.5$ nm, and the mean radius rises from 51.7 to 65.6 nm ($6.56\times10^{-8}$ m). About 49% of the islands survive. The initial term is still 39% of the total, so this anneal has not reached the pure quarter-power regime.

**Q:** How much of that would survive contact with a real film?

**A:** The radius depends strongly on the chosen energies. With a rough cohesive energy of 5.8 eV, they imply an adatom adsorption energy of 3.9 eV, which is strong binding for platinum on an oxide. The visible growth depends on that choice: with 3.0 eV and the same hop barrier, $R_c$ would stay at 50 nm to within 0.1 nm, and any coarsening seen would need another route. Raising the summed formation and hop energies by 0.3 eV divides $K$ by 12, and the final $R_c$ is then only about 51.6 nm. Real platinum islands are faceted, and in oxygen platinum can travel as oxide vapour; both are left out.

Other omissions can be sized at the same settings. The full Gibbs–Thomson exponential alone changes the final mean radius from 65.6 to 66.3 nm, and a size- and time-dependent $\Lambda$ alone changes it to about 65.05 nm. Together they give about 65.75 nm (time step and island count shift each of these values by up to 0.05 nm), because the shifts have opposite signs and partly cancel. Adatoms store about $6\times10^{-9}$ of the metal, and desorption from the substrate removes about $2\times10^{-4}$ nm of film. That last figure rests on the chosen attempt rate; the vapour pressure of platinum suggests a few hundredths of a nanometre, still little beside 5 nm.

An extra attachment barrier $E_b$, with $k=(D/\ell)e^{-E_b/kT}$, halves the initial flux, if $\Lambda$ is held at its value above, when $D/(ka)=\Lambda$:

$$E_b=kT\ln\frac{a\Lambda}{\ell}=0.1206\ln\frac{43.3(1.592)}{0.28}=0.66\ \text{eV}.$$

**Q:** You also pinned the islands in place.

**A:** Yes, and rounded islands do in fact wander. A surface atom that hops shifts the island's centre by $\Omega/V$ of the hop. If $n_s$ surface atoms hop independently with surface diffusivity $D_s$, the island diffuses at no more than $D_sn_s(\Omega/V)^2$. For a rough $D_s=3\times10^7$ nm²/s and an island of the initial $R_c$, the upper estimate of the rms displacement in 24 h is 60 nm; it scales as $R^{-2}$, so an island of $0.7R_c$ could move about 120 nm. That is well below the 322 nm spacing, but the islands are 100 nm wide and some gaps are much smaller than the average. If the islands sit at random without overlapping at the start, roughly 30% of them could touch another in that time at this upper estimate; if all start more than 200 nm apart, centre to centre, only a few per cent could. The quarter-power law describes the exchange of atoms between separate islands, and it needs such mergers to be rare. The numerical output below lists the inputs and main results of the example.

## Values computed for the example and the checks

```
POPULATION TESTS (time variable K*t)
islands at start: 60000; growth of Rc in limiting run: 2.70 times
limiting kappa: 0.10547; largest u: 1.3333
fitted n in <R>^n linear in t, limiting run: 4.000
slope of Rc^4, limiting run: 0.4202; formula 0.4219
largest gap of final S(u) from closed form: 0.0006
fitted n for kappa = 0.08: 4.000
slope for kappa = 0.08: 0.3190; formula 0.3200
uniform start, late slope: 0.3678; formula 0.3599
uniform start: largest u 1.1667, kappa 0.08996
limiting distribution: <u> = 1.0338, <u^3> = 1.1764
EXAMPLE INPUTS (rough Pt values; substrate energies chosen)
temperature: 1400 K; kT: 0.1206 eV; anneal: 24 h
film thickness: 5.0 nm; initial Rc: 50.0 nm
contact angle: 120 deg; shape factor f: 0.8438
surface energy: 15.0 eV/nm^2 = 2.40 J/m^2
atomic volume: 0.015 nm^3; site spacing: 0.28 nm
attempt rate: 1.0e+13 1/s
adatom formation: 1.9 eV; hop barrier: 0.4 eV
cohesive energy: 5.8 eV; implied adsorption: 3.9 eV
EXAMPLE RESULTS
capillary length R_K: 3.730 nm; R_K/Rc: 0.0746
adatom density: 1.845e-06 1/nm^2; diffusivity: 7.117e+09 nm^2/s
initial island density: 9.621e-06 1/nm^2; spacing: 322.4 nm
footprint radius: 43.30 nm; screening length: 162.3 nm
a/xi: 0.2668; Lambda: 1.5918
rate constant K: 273.51 nm^4/s
final Rc: 63.46 nm; final island density: 4.705e-06 1/nm^2
mean radius: 51.69 nm at start, 65.61 nm at end
islands surviving: 48.9 %
NEGLECTED EFFECTS
final mean radius, population run of the model: 65.57 nm
  with size- and time-dependent Lambda: 65.05 nm
  with full Gibbs-Thomson exponential: 66.25 nm
  with both: 65.75 nm
local exponent at 10 and 10^4 times Rc(0): 0.2376, 0.2450
K changes by a factor 12.0 for 0.3 eV in the summed energies
fraction of metal stored as adatoms: 5.5e-09
desorption length: 2.79e+05 nm; film lost: 2.2e-04 nm
extra attachment barrier that halves the flux: 0.664 eV
metal surface self-diffusion (rough): 3e+07 nm^2/s
rounded-island wander, upper estimate: 59.9 nm
in-plane hop factor on the cap (bound used: 1): 0.623
```
